# The back-propagated estimator in auxiliary-field Monte Carlo, part 2

The task is to measure an operator \(\hat A\) with walkers that are determinants propagated in imaginary time. Units are such that \(\hbar=1\). The Hamiltonian is \(\hat H=\hat K+\hat V\), with \(\hat K=\sum_{ij\sigma}k_{ij}\,c^\dagger_{i\sigma}c_{j\sigma}\) and \(\hat V=U\sum_i n_{i\uparrow}n_{i\downarrow}\). One step of length \(\tau\) is \(\hat G=e^{-\tau\hat K/2}\,e^{-\tau\hat V}\,e^{-\tau\hat K/2}\). With fields \(x_i=\pm1\) of probability \(p(x)\),

\[
\hat G=\sum_x p(x)\,\hat B(x), \tag{4}
\]

where \(\hat B(x)\) multiplies orbital matrices by

\[
b_\sigma(x)=e^{-\tau k/2}\,d_\sigma(x)\,e^{-\tau k/2},\qquad
[d_\sigma(x)]_{ii}=e^{-\tau U/2+\sigma\gamma x_i}, \tag{6}
\]

with \(d_\sigma\) diagonal and \(\cosh\gamma=e^{\tau U/2}\). For \(\hat O=\sum_{ij}o_{ij}c_i^\dagger c_j\),

\[
e^{\hat O}c_i^\dagger e^{-\hat O}=\sum_j (e^{o})_{ji}\,c_j^\dagger. \tag{5}
\]

Thus \(e^{\hat O}\) turns the orbital matrix \(\phi\) into \(e^{o}\phi\).

With trial determinant \(\Psi_T\), walkers \(\phi_k\) of weight \(w_k\) at step \(n\) represent \(|\Psi^n\rangle=\sum_k w_k|\phi_k\rangle/\langle\Psi_T|\phi_k\rangle\). The estimate, called mixed at \(m=0\), is

\[
A_m=\frac{\langle\Psi_T|\hat G^m\hat A|\Psi^n\rangle}{\langle\Psi_T|\hat G^m|\Psi^n\rangle}. \tag{9}
\]

An ancestor \(\phi=\phi^{(0)}\) moves forward by \(|\phi^{(i)}\rangle=\hat B(x_i)|\phi^{(i-1)}\rangle\), with fields drawn from \(q(x_i|\phi^{(i-1)})\). Backward,

\[
|\eta\rangle=\hat B^\dagger(x_1)\,\hat B^\dagger(x_2)\cdots\hat B^\dagger(x_m)\,|\Psi_T\rangle. \tag{11}
\]

\[
\langle\eta|\phi\rangle=\langle\Psi_T|\hat B(x_m)\cdots\hat B(x_1)|\phi\rangle
=\langle\Psi_T|\phi^{(m)}\rangle. \tag{13}
\]

\[
w^{(i)}=w^{(i-1)}\,\frac{p(x_i)}{q(x_i|\phi^{(i-1)})}\,
\frac{\langle\Psi_T|\phi^{(i)}\rangle}{\langle\Psi_T|\phi^{(i-1)}\rangle}. \tag{14}
\]

With \(X=(x_1,\ldots,x_m)\), \(P=\prod_i p\), \(Q=\prod_i q\) and \(a(X)=\langle\eta|\hat A|\phi\rangle/\langle\eta|\phi\rangle\),

\[
Q(X)\,w^{(m)}=w^{(0)}P(X)\,\frac{\langle\Psi_T|\phi^{(m)}\rangle}{\langle\Psi_T|\phi\rangle}
=w^{(0)}P(X)\,\frac{\langle\eta|\phi\rangle}{\langle\Psi_T|\phi\rangle}, \tag{15}
\]

\[
\begin{aligned}
\sum_X Q(X)\,w^{(m)}a(X)
&=\frac{w^{(0)}}{\langle\Psi_T|\phi\rangle}\sum_X P(X)\,\langle\eta|\hat A|\phi\rangle\\
&=w^{(0)}\,\frac{\langle\Psi_T|\hat G^m\hat A|\phi\rangle}{\langle\Psi_T|\phi\rangle}.
\end{aligned} \tag{17}
\]

\[
\sum_X Q(X)\,w^{(m)}=w^{(0)}\,\frac{\langle\Psi_T|\hat G^m|\phi\rangle}{\langle\Psi_T|\phi\rangle}. \tag{18}
\]

Branching replaces a walker of weight \(w\) by \(\nu\) copies of weight \(w'\), each with mean future contribution \(w'F\):

\[
{\rm E}[\nu w']\,F=wF, \tag{19}
\]

as without branching. For descendants \(d\) with ancestors \(\phi_{a(d)}\),

\[
A_m=\frac{{\rm E}\Big[\sum_d w_d\,
\dfrac{\langle\eta_d|\hat A|\phi_{a(d)}\rangle}{\langle\eta_d|\phi_{a(d)}\rangle}\Big]}
{{\rm E}\big[\sum_d w_d\big]}. \tag{20}
\]

The example is an open four-site Hubbard chain with two electrons of each spin, \(U=4t\), \(k_{i,i+1}=k_{i+1,i}=-t\), \(k_{11}=-0.5\,t\), and all other elements zero. Its \(\Psi_T\) fills the lowest eigenvectors of \(k\), so \(\hat K\) has the mixed value \(-5.0485\,t\) for every walker.

### Matrix elements between two determinants

For one spin, let \(\eta\) and \(\phi\) also denote the orbital matrices, and put \(S=\eta^\dagger\phi\). Expanding \(\langle\eta|\phi\rangle\) in the anticommuting operators gives one term for each pairing of bra orbitals with ket orbitals, with the sign of the permutation. Hence \(\langle\eta|\phi\rangle=\det S\).

Let \(\hat O\) be a one-body operator with matrix \(o\). By (5), \(e^{\epsilon\hat O}\) multiplies \(\phi\) by \(e^{\epsilon o}=1+\epsilon o+\ldots\), so that

\[
\frac{\langle\eta|\hat O|\phi\rangle}{\langle\eta|\phi\rangle}
=\frac{d}{d\epsilon}\ln\det\!\big[\eta^\dagger(1+\epsilon o)\phi\big]\Big|_{\epsilon=0}
={\rm Tr}\big[S^{-1}\eta^\dagger o\,\phi\big]={\rm Tr}[Ro], \tag{21}
\]

with \(R=\phi S^{-1}\eta^\dagger\). The second step is the derivative \(d\ln\det S={\rm Tr}[S^{-1}dS]\), and the third is the cyclic property of the trace. For \(\hat O=c_i^\dagger c_j\) the matrix \(o\) has a single element 1 in row \(i\) and column \(j\), which gives

\[
\frac{\langle\eta|c_i^\dagger c_j|\phi\rangle}{\langle\eta|\phi\rangle}=R_{ji}. \tag{22}
\]

For a product \(\hat O\hat O'\), take the mixed derivative of \(D=\det[\eta^\dagger(1+\epsilon o)(1+\epsilon'o')\phi]\). Since \(\partial\partial'D=D(\partial\partial'\ln D+\partial\ln D\,\partial'\ln D)\), and since \(\partial S^{-1}=-S^{-1}(\partial S)S^{-1}\),

\[
\frac{\langle\eta|\hat O\hat O'|\phi\rangle}{\langle\eta|\phi\rangle}
={\rm Tr}[Ro]\,{\rm Tr}[Ro']+{\rm Tr}[Roo']-{\rm Tr}[RoRo']. \tag{23}
\]

For operators of opposite spin the determinant is a product of two factors, one for each spin, and the mixed derivative gives only the product of the single values. The total double occupancy \(\hat D=\sum_in_{i\uparrow}n_{i\downarrow}\) therefore has the ratio \(\sum_iR^\uparrow_{ii}R^\downarrow_{ii}\).

Long products of the matrices \(b_\sigma\) make the columns nearly parallel. They can be orthonormalized without changing the measured ratio. If \(\phi\to\phi r\) with an invertible matrix \(r\), then \(S\to Sr\), and \(R\to\phi r\,r^{-1}S^{-1}\eta^\dagger=R\). The same cancellation holds for \(\eta\). Numbers that multiply \(\eta\) also drop out of \(R\). Numbers that belong to \(\hat B(x)\) must nevertheless be kept in the forward weights (14). When a walker is orthonormalized, the next overlap ratio is formed with the new orbitals in both numerator and denominator.

### The procedure

At step \(n\), store the walkers' determinants. During the next \(m\) steps, store the fields. At each branching, copy the stored determinant and fields together with the walker. After the last step, start from \(\Psi_T\) for each descendant, apply \(b_\sigma^\dagger\) for the fields \(x_m,\ldots,x_1\), form \(R\) with the stored determinant, and average with the present weights. The additional propagation amounts to \(m\) steps per walker for each measurement. The memory holds one old determinant and \(m\) sets of fields per walker. No new fields are drawn.

### A sum over all paths

The roles of weight and order can be seen without statistical noise in the four-site chain. Take a coarse step \(\tau=0.4/t\) and \(m=3\). There are \(2^4=16\) field sets per step. Let two ancestors have \(w=1\) each. One is the trial determinant. The other is polarized, made from the trial determinant by two steps with the fields \((+,-,+,-)\). They have \(2\times16^3=8192\) paths, which can all be summed. The forward probabilities are chosen as

\[
q(x|\phi)=\frac{p(x)\,\langle\Psi_T|\hat B(x)|\phi\rangle}{\langle\Psi_T|\hat G|\phi\rangle}, \tag{24}
\]

which are normalized because of (4). With this choice the factor in (14) becomes \(\langle\Psi_T|\hat G|\phi\rangle/\langle\Psi_T|\phi\rangle\), whichever field set is drawn.

The mean descendant weights are 20.404 for the trial determinant and 29.425 for the polarized one. Matrices in the 36-dimensional space with two electrons of each spin give the same numbers through the right side of (18). The second ancestor thus carries a fraction \(29.425/(20.404+29.425)=0.591\) of the final weight, although the two began equal.

The path sum with the descendants' weights gives a double occupancy of 0.5208, in agreement with the matrix value of (9). If each path keeps the old weight 1 of its ancestor, so that only the probability \(Q\) enters, the result is 0.5625, too large by 8% of the correct value. If the descendants' weights are kept but the adjoint steps are applied in the order \(x_1,x_2,x_3\), the result is 0.5790, too large by 11%.

The conjugation is visible with a decomposition that couples the field to the charge. With \(N=n_\uparrow+n_\downarrow\),

\[
e^{-\tau Un_\uparrow n_\downarrow}=\frac12\sum_{x=\pm1}
e^{(-\tau U/2+i\theta x)(N-1)},\qquad \cos\theta=e^{-\tau U/2}. \tag{25}
\]

For \(N=0\) the right side is \(e^{\tau U/2}\cos\theta=1\), for \(N=1\) it is 1, and for \(N=2\) it is \(e^{-\tau U/2}\cos\theta=e^{-\tau U}\). The part of the exponent without \(N\) is the number that stays in the weight. Individual paths are now in general complex, and their sum again gives 0.5208. If the fields are not conjugated in the reverse pass, it gives 0.6969, which is 34% too large.

### How many backward steps are needed

Let \(|j\rangle\) be the eigenvectors of \(\hat G\), with eigenvalues \(\lambda_0>\lambda_1\ge\ldots\), and let the right state have converged to \(|0\rangle\). The example is real, so \(c_j=\langle j|\Psi_T\rangle\) can be taken real. Then

\[
\langle\Psi_T|\hat G^m\hat A|0\rangle=\sum_j\lambda_j^mc_jA_{j0},\qquad
\langle\Psi_T|\hat G^m|0\rangle=\lambda_0^mc_0, \tag{26}
\]

with \(A_{j0}=\langle j|\hat A|0\rangle\). The second expression has one term because the eigenvectors are orthogonal. Division gives

\[
A_m-A_{00}=\sum_{j>0}\Big(\frac{\lambda_j}{\lambda_0}\Big)^{m}\frac{c_j}{c_0}\,A_{j0}. \tag{27}
\]

If \(\hat A\) commutes with \(\hat G\) and \(|0\rangle\) is not degenerate, all \(A_{j0}\) with \(j>0\) vanish and there is no bias at any \(m\). If terms of (27) survive, the bias finally decays as \(e^{-m\tau\Delta}\), where \(\Delta=-\tau^{-1}\ln(\lambda_j/\lambda_0)\) belongs to the lowest excited level whose terms \(c_jA_{j0}\) do not sum to zero.

For the double occupancy, with \(\tau=0.1/t\), diagonalization of \(\hat G\) gives \(\Delta=1.378\,t\). Two levels lie lower, at \(0.551\,t\) and \(1.108\,t\), but their terms in (27) vanish. The prefactor of this slowest term is 0.00067, whereas the whole sum (27) at \(m=0\) is 0.3008. Nearly all of the initial bias therefore belongs to higher states and decays faster. The bias is 0.0299 at \(m=5\), 0.0043 at \(m=10\), and 0.00016 at \(m=20\). At \(m=20\) the slowest term is \(0.00067\,e^{-1.378\times2}=0.00004\), about a quarter of the bias. An estimate of the required \(m\) from the gap alone would miss the small prefactor and would be too pessimistic here.

### The simulation

The chain needs no constraint on its walkers. Consider one spin, and order the creation operators of each configuration along the open chain. An electron hopping to a neighbouring empty site passes no other electron, so the hopping part of \(-\hat K\) has matrix elements \(+t\) and no signs from exchange. Since the chain is connected, all elements of \(e^{-\tau\hat K/2}\) between configurations are positive. The field factors in (6) are diagonal and positive. The trial determinant is the nondegenerate ground state of \(\hat K\), so its amplitudes can all be chosen positive. Walkers that start from it keep positive amplitudes, and each overlap with \(\Psi_T\) stays positive. By (13), so does \(\langle\eta|\phi\rangle\).

The simulation uses \(\tau=0.1/t\), \(n=60\), and the probabilities (24), in 30 runs of 1000 walkers that start from \(\Psi_T\). Branching takes place every ten steps, at steps 5, 15, 25 and so on, and thus also during the first 60 steps. After the determinants are stored at step 60, the first branching comes directly after the measurement at \(m=5\). It draws copies with mean numbers proportional to the weights and gives each copy the average weight, as (19) requires. Numerators and denominators are summed over the runs before division. The standard errors come from the jackknife, in which the ratio is recomputed with one run left out at a time.

For the double occupancy, the estimates and the values of (9) from matrix products at the same \(n\) and \(m\) are

\[
\begin{array}{rcc}
m & \text{simulation} & \text{matrix products}\\
0 & 0.6510\pm0.0011 & 0.6518\\
5 & 0.3803\pm0.0014 & 0.3809\\
10 & 0.3548\pm0.0015 & 0.3553\\
20 & 0.3501\pm0.0016 & 0.3512\\
40 & 0.3506\pm0.0016 & 0.3510
\end{array} \tag{28}
\]

The mixed value at \(m=0\), 0.6518 from the matrix products, lies between the 1.0356 of the trial state and the 0.3510 of the leading eigenvector of \(\hat G\), and it is 86% larger than the latter. At \(m=10\) the remaining bias of 0.0043 is about three times the standard error. At \(m=20\) it is one tenth of the standard error, and further steps bring no visible gain.

The one-body energy changes from \(-5.0485\,t\) at \(m=0\) to \(-3.865\pm0.016\,t\) at \(m=20\), where the matrix products give \(-3.866\,t\). The scatter that was absent at \(m=0\) appears because \(\eta\), unlike \(\Psi_T\), is in general not an eigenstate of \(\hat K\).

Long back propagation has a price. The mean number of distinct ancestors with living descendants falls from 1000 at \(m=5\) to 875, 776 and 635 at \(m=10\), 20 and 40. The standard error of the double occupancy rises only from 0.0014 to 0.0016 over this range. This small rise cannot be assigned to the loss of ancestors alone: without branching all ancestors survive, but the weights spread, and the error grows with \(m\) as well. If branching continues long enough in a finite population, few ancestors remain, and the average over \(\phi_{a(d)}\) then rests on few determinants. The useful \(m\) is large enough to make (27) smaller than the statistical error, and not much larger.

### What remains of the time-step error

Back propagation converges to the leading eigenvector of \(\hat G\), not to the ground state of \(\hat H\). Exact diagonalization of \(\hat H\) gives a double occupancy of 0.3440 and a one-body energy of \(-3.8377\,t\). The corresponding values for \(\hat G\) at \(\tau=0.1/t\) are 0.3510 and \(-3.8654\,t\). The shift of 0.0070 in the double occupancy is 2% of the ground-state value and more than four times the standard error at \(m=20\). More walkers would not remove it; a smaller \(\tau\) would.

The energy shows how the left state affects this error. The ground-state energy of \(\hat H\) is \(-2.4616\,t\). The mixed values at \(m=0\) give

\[
-5.0485\,t+4t\times0.6518=-2.4413\,t, \tag{29}
\]

which is \(0.020\,t\) too high. The right state is an eigenstate of \(\hat G\), not of \(\hat H\), so a change of the state of first order in the splitting error can enter at first order. The expectation value in the leading eigenvector of \(\hat G\) is

\[
-3.86538\,t+4t\times0.35102=-2.4613\,t, \tag{30}
\]

within \(0.001\,t\) of the ground-state energy. In an expectation value of \(\hat H\) the first-order change of the state drops out, because the energy is stationary at its ground state. The double occupancy and the one-body energy taken separately have no such protection.

### With a constraint

Where the positivity argument given for the chain does not apply, the overlaps can change sign or acquire phases, and a constraint may be imposed to keep the weights positive. The derivation shows where equality (20) is then lost. A constrained-path rule removes a walker when \(\langle\Psi_T|\phi^{(i)}\rangle\) ceases to be positive. The sum over \(X\) in (17) then covers only the surviving paths. Which paths survive depends on the ancestor \(\phi\), so the sum is in general no longer \(\langle\Psi_T|\hat G^m\hat A|\phi\rangle\) with one common left state. A phaseless rule replaces the complex factor in (14) by a nonnegative real one. The overlaps then no longer telescope to (15), and the cancellation of \(\langle\eta|\phi\rangle\) in (17) fails.

The constraint also has a direction. It tests the partial products \(\hat B(x_i)\cdots\hat B(x_1)|\phi\rangle\) formed from the walker's side. The partial products formed from the trial state's side in (11) are not tested, and a path accepted in one direction may be rejected in the other. Formula (20) can still be evaluated with the constrained weights, but it is then an approximation with an error of its own. This error need not vanish when \(m\) grows or \(\tau\) shrinks, and the agreement in (28), obtained without a constraint, gives no measure of it.
